\section*{Why exchange can beat hopping at an fcc(111) step}

\section{The choice of moving atoms}

A growth simulation needs a rate for an adatom to leave an upper terrace. To obtain it, one must decide which atoms take part in the descent. If the adatom alone is led over the edge, the search gives a hopping barrier. If an edge atom may also be pushed out while the adatom takes its place, the search can give a much lower exchange barrier. The choice can change the interlayer rate by orders of magnitude, and with it the predicted tendency to form mounds.

One possible reason for the lower barrier is that the moving atoms keep more neighbours at the exchange saddle. That needs care, because exchange also takes neighbours from the edge atom. What matters is how many neighbours are lost, which atom loses them, and what the surrounding crystal pays. A model in which bonding depends on coordination separates these contributions.

The case treated is the $\{111\}$-faceted step, or B step, on an fcc(111) surface. Call the adatom $A$ and the edge atom displaced in the exchange $E$. Their saddle energies define
\begin{equation}
G=E_{\rm hop}^{\ddagger}-E_{\rm exch}^{\ddagger}.
\end{equation}
Positive $G$ favours exchange. Both saddles contain the same atoms, so $G$ does not depend on the site from which barriers are measured.

\section{A bonding energy that saturates}

Lengths are in units of the bulk nearest-neighbour distance $d$, so $r$ is dimensionless. In the second-moment approximation the width of an atom's local band grows as the square root of a sum of squared couplings, and so does its bonding energy. With a pair repulsion added,
\begin{align}
E_{\rm tot}&=\sum_i\Big[a\sum_{j\ne i}f(r_{ij})-\xi\sqrt{Z_i}\Big],
\qquad Z_i=\sum_{j\ne i}g(r_{ij}),\\
f(r)&=e^{-p(r-1)}w(r),\qquad g(r)=e^{-2q(r-1)}w(r).
\end{align}
The cutoff $w$ is 1 below $r=1.5$ and 0 above $r=1.7$. Between them $w=1-t^3(10-15t+6t^2)$, with $t=(r-1.5)/0.2$. In the perfect crystal this keeps the first and second neighbours.

The effective coordination $Z_i$ is not an integer count of contacts: a shortened bond contributes more than one and a stretched bond less. In the bulk there are 12 neighbours at $r=1$ and 6 at $r=\sqrt2$, so
\begin{equation}
Z_0=12+6e^{-2q(\sqrt2-1)}.
\end{equation}

The round parameters are $p=11$, $q=3$ and a cohesive energy $E_c=0.11$ hartree per atom; they represent no named metal. The constants $a$ and $\xi$ follow from two bulk conditions. Scale all distances by $s$. Near $s=1$ the cutoff is constant on both shells, and the energy per atom is $e(s)=aR(s)-\xi\sqrt{Z(s)}$, where $R$ is the sum of $f$ over neighbours. Let $n_k$ and $r_k$ be the number and distance of neighbours in shell $k$, and define
\begin{equation}
M_f=\sum_k n_kr_kf(r_k),\qquad M_g=\sum_k n_kr_kg(r_k).
\end{equation}
Then $R'(1)=-pM_f$ and $Z'(1)=-2qM_g$. Zero pressure requires
\begin{equation}
0=e'(1)=-apM_f+\frac{\xi qM_g}{\sqrt{Z_0}}
\quad\Longrightarrow\quad
a=\xi\,\frac{qM_g}{pM_f\sqrt{Z_0}}.
\end{equation}
The condition $e(1)=-E_c$ then gives
\begin{equation}
\xi=\frac{E_c}{\sqrt{Z_0}-(a/\xi)R(1)}.
\end{equation}
The results are $Z_0=12.50$, $a=3.487$ mHa and $\xi=43.01$ mHa.

\section{Separating bonds from the cost of low coordination}

The tangent to $-\xi\sqrt Z$ at $Z_0$ is
\begin{equation}
L(Z)=-\xi\left[\sqrt{Z_0}+\frac{Z-Z_0}{2\sqrt{Z_0}}\right]
=-\frac{\xi\sqrt{Z_0}}2-\frac{\xi Z}{2\sqrt{Z_0}}.
\end{equation}
Subtracting it from the bonding energy leaves a perfect square:
\begin{align}
P(Z)&=-\xi\sqrt Z-L(Z)\nonumber\\
&=\frac{\xi}{2\sqrt{Z_0}}\left(Z_0-2\sqrt{Z_0Z}+Z\right)
=\frac{\xi}{2\sqrt{Z_0}}\left(\sqrt{Z_0}-\sqrt Z\right)^2.
\end{align}
Nothing has been truncated. $P$ is the energy cost of a coordination different from the bulk value, beyond what a linear bond count gives.

Now sum over atoms. Each pair contributes its repulsion twice. It also contributes to two coordinations, so $\sum_iZ_i=2\sum_{i<j}g(r_{ij})$. For $N$ atoms,
\begin{align}
E_{\rm tot}&=-\frac{N\xi\sqrt{Z_0}}2+\sum_{i<j}V(r_{ij})+\sum_iP(Z_i),\\
V(r)&=2af(r)-\frac{\xi}{\sqrt{Z_0}}g(r).
\end{align}
The constant is the same at both saddles. With $\Delta$ meaning hop minus exchange,
\begin{equation}
G=\Delta\sum_{i<j}V(r_{ij})+\Delta\sum_iP(Z_i).
\label{eq:gap}
\end{equation}
This identity of the model also holds for relaxed saddles. It does not fix the sign of $G$; the geometries must supply that.

\section{Why a shared loss can be cheap}

Differentiation gives
\begin{equation}
P'(Z)=\frac{\xi}{2\sqrt{Z_0}}\left(1-\sqrt{\frac{Z_0}{Z}}\right),
\qquad P''(Z)=\frac{\xi}{4Z^{3/2}}>0.
\end{equation}
Below $Z_0$ the penalty falls as coordination rises, and it falls fastest for the poorest atom. At $Z=3$, 5 and 8 it is 19.8, 10.3 and 3.0 mHa.

Consider $A$ and $E$ alone, with $S=Z_A+Z_E$ and $D=|Z_A-Z_E|$. Since $4Z_AZ_E=S^2-D^2$,
\begin{equation}
\left(\sqrt{Z_A}+\sqrt{Z_E}\right)^2=S+2\sqrt{Z_AZ_E}
=S+\sqrt{S^2-D^2}.
\end{equation}
Their combined penalty is therefore
\begin{equation}
P_A+P_E=\frac{\xi}{2\sqrt{Z_0}}(2Z_0+S)
-\xi\sqrt{S+\sqrt{S^2-D^2}}.
\label{eq:share}
\end{equation}
At fixed $S$, a smaller $D$ lowers the penalty. Two atoms can thus gain energy without gaining any total coordination, if it is divided more evenly. A linear bonding law has $P=0$ and no such effect: at fixed bond lengths it sees the number of bonds, not their distribution.

\section{The two relaxed saddles}

The periodic cell has three lower layers of 32 atoms, a 16-atom upper terrace and one adatom, 113 atoms in all. The bottom layer is fixed and the other 81 atoms relax. Coordinates are measured from the ideal position of $E$: $x$ points outward across the step, $y$ runs along it and $z$ points upward.

The hop starts from the fcc adatom site beside the edge. The exchange starts from the neighbouring hcp site, directly behind $E$. The move between these sites has its saddle 0.53 mHa above the fcc site, well below both descent saddles, so the two routes are connected on the terrace. The hcp site is 1.28 mHa lower than the fcc site. This compares two positions beside an edge; it is not the site difference on a wide terrace.

Each saddle was sought along a band of configurations joining relaxed minima and then refined with the Hessian. Tests confirm that each has one negative mode, and that the final states of hop and exchange have equal energy, as they must for the same completed edge with one attached atom. The search does not prove that no lower route exists.

Relative to the fcc site, the saddle energies are
\begin{align}
E_{\rm hop}^{\ddagger}-E_{\rm fcc}&=13.08\ \text{mHa}=0.356\ \text{eV},\\
E_{\rm exch}^{\ddagger}-E_{\rm fcc}&=5.31\ \text{mHa}=0.144\ \text{eV}.
\end{align}
Thus $G=7.77$ mHa, or 0.21 eV. Measured from the lower hcp site, both barriers rise by 1.28 mHa, to 14.36 and 6.58 mHa, and $G$ is unchanged.

The Ehrlich--Schwoebel barrier is the excess of the descent saddle over the terrace-diffusion saddle. With the terrace saddle beside the edge as the reference, the excess is $13.08-0.53=12.55$ mHa for hopping and $5.31-0.53=4.78$ mHa for exchange. The usual reference is a saddle away from the step. The saddle in the middle of this terrace lies about 0.8 mHa higher than the one beside the edge, and using it lowers both values by that amount, a sizeable fraction of the exchange value.

The effective coordinations are:
\begin{center}
\begin{tabular}{lccc}
 & $Z_A$ & $Z_E$ & $S$\\
fcc start & 4.73 & 9.14 & 13.87\\
hop saddle & 3.47 & 9.43 & 12.90\\
exchange saddle & 5.82 & 8.17 & 13.99
\end{tabular}
\end{center}
As a pair, the movers do keep more coordination in the exchange. Individually they behave differently: $A$ gains 1.09 relative to the fcc start, while $E$ loses 0.97. In the hop $A$ loses 1.26 and $E$ gains 0.30.

The positions show why $Z$ is not a contact count. At the hop saddle $A$ is at $(0.407,0.500,0.586)$ and $E$ at $(-0.020,-0.011,-0.043)$, so
\begin{equation}
r_{AE}=\sqrt{0.427^2+0.511^2+0.629^2}=0.916.
\end{equation}
This bond contributes $e^{-6(0.916-1)}=1.66$ to $Z_A$. $A$ lies midway between two edge atoms; if the relaxed saddle has the mirror symmetry this suggests, the pair supplies about 3.3 of the 3.47. The hopping atom has essentially two short bonds.

\section{Where the energy gap comes from}

The two terms of \eqref{eq:gap} are
\begin{equation}
G=1.71+6.06=7.77\ \text{mHa},
\end{equation}
with the pair part first and the penalty part second. In this decomposition, about 78\% of the gap comes from the penalty. The share belongs to the tangent point $Z_0$. The total coordination $\sum_iZ_i$ differs between the two saddles, so a tangent taken at a lower coordination would move energy from the penalty term to the pair term and lower the share, leaving $G$ unchanged. Each part can be divided further:
\begin{center}
\begin{tabular}{lcc}
Contribution to $G$ (mHa) & Pair & Penalty\\
involving $A$ or $E$ & $5.67$ & $7.86$\\
other atoms & $-3.96$ & $-1.80$
\end{tabular}
\end{center}
In the pair column, the first row contains every bond with $A$ or $E$ at an end. In the penalty column it contains $P_A+P_E$.

The movers favour exchange by $5.67+7.86=13.53$ mHa. The surroundings take back $3.96+1.80=5.76$ mHa. The pair cost of the surroundings is a distortion cost, since it involves only distances among the other atoms. Their penalty cost also depends on their bonds to $A$ and $E$, so it is not a distortion cost alone. Counting the movers' neighbours alone would therefore overstate the advantage of exchange.

For the movers, the penalty difference is
\begin{equation}
(17.01-7.67)+(1.31-2.80)=9.34-1.49\simeq7.86\ \text{mHa},
\end{equation}
where the last digit reflects unrounded values. The large saving on $A$ outweighs the small extra cost on $E$. Two things produce the imbalance. Between the hop and exchange saddles $A$ gains 2.35 in coordination while $E$ loses only 1.27, and $P$ is steeper for the poorer atom. At the hop-saddle coordinations,
\begin{equation}
\frac{|P'(Z_A)|}{|P'(Z_E)|}
=\frac{\sqrt{12.50/3.47}-1}{\sqrt{12.50/9.43}-1}\simeq6.
\end{equation}
For a small transfer, a unit of coordination saves about six times as much penalty on $A$ as its loss costs on $E$. This ratio falls as the two coordinations approach each other.

Equation \eqref{eq:share} distinguishes having more coordination from sharing it better. Between the hop and exchange saddles $S$ rises from 12.90 to 13.99, and $D$ falls from 5.96 to 2.34. First reduce $D$ at the hop value of $S$. The sum of square roots rises from 4.935 to 5.059, which saves
\begin{equation}
43.01\,(5.059-4.935)\simeq5.3\ \text{mHa}.
\end{equation}
The increase in $S$ supplies the remaining 2.5 mHa. If $S$ is changed first, sharing supplies about 4.7 mHa and the larger sum 3.2 mHa. The division depends on the order, but in both orders more even sharing gives the larger part of the movers' penalty saving.

The penalty also shows what builds each barrier. From the fcc start to the hop saddle, the penalties of $A$, $E$ and the rest change by
\begin{equation}
5.74-0.29+0.40=5.85\ \text{mHa},
\end{equation}
which is about 45\% of the 13.08 mHa barrier. For the exchange the corresponding sum is
\begin{equation}
-3.60+1.20+2.20=-0.20\ \text{mHa}.
\end{equation}
The net penalty hardly changes, so the exchange barrier is almost entirely a pair-energy cost. Exchange does not avoid bond distortion; it avoids leaving one atom severely under-coordinated.

\section{Changing the proposed cause}

An energy decomposition alone does not show how the gap responds when the penalty changes. Replace $P$ by $\lambda P$ and write
\begin{equation}
E_\lambda(\mathbf x)=C+U(\mathbf x)+\lambda W(\mathbf x),
\qquad U=\sum_{i<j}V(r_{ij}),\quad W=\sum_iP(Z_i),
\end{equation}
where $C$ is the constant found above and $\mathbf x$ contains the free coordinates. Because $P(Z_0)=P'(Z_0)=0$, changing $\lambda$ leaves the bulk energy per atom and equilibrium bond length unchanged. The cohesive energy does change, because an isolated atom, with $Z=0$, has energy $(\lambda-1)\xi\sqrt{Z_0}/2$. The elastic stiffness can change, because $P''(Z_0)\ne0$.

Follow a saddle $\mathbf x_\lambda$ that varies smoothly with $\lambda$. The chain rule gives
\begin{equation}
\frac{d}{d\lambda}E_\lambda(\mathbf x_\lambda)
=W(\mathbf x_\lambda)+\nabla E_\lambda(\mathbf x_\lambda)\cdot
\frac{d\mathbf x_\lambda}{d\lambda}=W(\mathbf x_\lambda).
\end{equation}
The gradient term vanishes because a saddle is stationary. Subtracting the results for the two saddles gives
\begin{equation}
\frac{dG}{d\lambda}=\Delta W=\Delta\sum_iP(Z_i).
\end{equation}

Both saddles were found again at $\lambda=0.95$ and $1.05$. The gaps were 7.468 and 8.074 mHa, so
\begin{equation}
\frac{dG}{d\lambda}\simeq\frac{8.074-7.468}{0.10}=6.06\ \text{mHa},
\end{equation}
in agreement with the penalty part computed at $\lambda=1$. Strengthening the cost of low coordination therefore widens the gap, at the predicted rate.

The limit $\lambda=0$ is a pure pair potential plus the constant $C$, with the same bulk bond length and bulk energy per atom but a smaller cohesive energy. The pair part, 1.71 mHa, is the gap that this potential assigns to the two geometries found at $\lambda=1$. It is not the gap between its own relaxed saddles, which may lie elsewhere or disappear. The calculation thus shows that the penalty enlarges $G$ near $\lambda=1$, not that exchange would lose without it.

\section{Consequences and limits}

In harmonic transition-state theory, with equal prefactors and one saddle of each kind, the rate ratio is
\begin{equation}
\frac{k_{\rm exch}}{k_{\rm hop}}=e^{G/k_BT}\simeq3.6\times10^3
\qquad(T=300\ \text{K}).
\end{equation}
A calculation restricted to hopping would miss the faster of these two channels. The exchange saddle lies off the mirror plane through $E$, with $A$ at $y=-0.10$, so the symmetry of the step gives it a mirror twin. Mirror images have equal prefactors, so a harmonic count of both would double the ratio. That count is crude here: the ridge between the twins is much lower than $k_BT$ at 300 K, so they do not act as two separate harmonic bottlenecks. Different vibrational prefactors for hopping and exchange would also change it, and any error in $G$ enters exponentially. The figure therefore shows the effect of the energy gap alone; it is not a prediction of the full rate ratio, even to an order of magnitude.

The condition for exchange to have the lower saddle is
\begin{equation}
\Delta\sum_iP(Z_i)>-\Delta\sum_{i<j}V(r_{ij}).
\end{equation}
It can fail if the edge atom must give up too much coordination, or if opening a path for it distorts the surroundings too strongly. A step with another facet, a kink or a strained terrace changes these terms and needs its own saddles. The gap found here therefore cannot be carried over to every step.

The values also belong to a thin, narrow model cell, and their convergence with its size was not examined. They depend on the cutoff as well, because distances near the step fall inside its switching range: modest shifts of that range change $G$ by up to about a quarter, although exchange keeps the lower saddle. The model leaves out directional bonding, magnetism, charge redistribution beyond the second moment, zero-point motion and vibrational entropy. For a particular metal, the practical course is to let both $A$ and $E$ move in an electronic-structure saddle search, relax their surroundings, and compare the two routes from a common reference. The numerical output lists the energies, coordinations and positions used here.

\section*{Numbers as computed}
\begin{verbatim}
inputs: p = 11, q = 3, cohesion = 0.11 Ha/atom
cutoff from 1.5 to 1.7 d
atoms in cell: 113, free atoms: 81
bulk effective coordination Z0: 12.500 (number)
repulsion a: 3.487 mHa
bonding strength xi: 43.012 mHa
penalty P at Z = 3: 19.784 mHa
penalty P at Z = 5: 10.271 mHa
penalty P at Z = 8: 3.041 mHa
hcp minus fcc adatom energy: -1.278 mHa
descended minus fcc adatom energy: -18.715 mHa
terrace saddle above fcc site: 0.531 mHa = 0.0144 eV
terrace two lowest Hessian modes: -0.02774, 0.04653 Ha/d^2
hop saddle above fcc site: 13.077 mHa = 0.3559 eV
hop two lowest Hessian modes: -0.06951, 0.04599 Ha/d^2
exchange saddle above fcc site: 5.306 mHa = 0.1444 eV
exchange two lowest Hessian modes: -0.10573, 0.04465 Ha/d^2
fcc start Z(A), Z(E), sum: 4.728, 9.137, 13.866 (number)
fcc start P(A), P(E), P(rest): 11.267, 1.599, 85.040 mHa
hop saddle Z(A), Z(E), sum: 3.473, 9.432, 12.904 (number)
hop saddle P(A), P(E), P(rest): 17.005, 1.312, 85.443 mHa
exchange saddle Z(A), Z(E), sum: 5.822, 8.166, 13.988 (number)
exchange saddle P(A), P(E), P(rest): 7.666, 2.795, 87.239 mHa
hop saddle position A: (0.407, 0.500, 0.586) d
hop saddle position E: (-0.020, -0.011, -0.043) d
exchange saddle position A: (-0.320, -0.100, 0.523) d
exchange saddle position E: (0.336, 0.022, -0.095) d
gap hop minus exchange: 7.772 mHa = 0.2115 eV
gap, pair part: 1.711 mHa
  pairs with A or E: 5.668 mHa
  all other pairs: -3.957 mHa
gap, penalty part: 6.060 mHa
  penalty of A and E: 7.856 mHa
  penalty of all others: -1.796 mHa
gap at lam = 0.95: 7.468 mHa
gap at lam = 1.05: 8.074 mHa
measured d(gap)/d(lam): 6.060 mHa
exchange/hop rate ratio at 300 K, equal prefactors: 3.569e+03 (number)
\end{verbatim}
